\section*{Where ions reflected from a mask facet strike the opposite wall}

\section{The problem}

A trench is etched through a mask by ions that travel straight down. Erosion has cut a flat facet into the upper edge of the mask on the left side. The facet is tilted by $a=5^\circ$ from the vertical and faces up into the opening, so that the opening widens towards the top. An ion reflects specularly from this facet, crosses the trench and strikes the opposite wall, which is vertical and lies a horizontal distance $W=60$ nm from the point of reflection.

How far below the point of reflection does the ion strike? Could the extra bombardment there start a bow, that is, a local widening of the trench below its top?

Between the two surfaces the ion is taken to fly in a straight line, and nothing stands in its way.

\section{A tempting solution}

The facet is $5^\circ$ off vertical, so the ion is thrown $5^\circ$ off vertical. While it falls by a depth $D$ it moves sideways by $D\tan a$. Setting this equal to $W$ gives
\begin{equation}
D_{\text{wrong}}=\frac{W}{\tan a}=\frac{60\ \text{nm}}{\tan 5^\circ}=685.8\ \text{nm}.
\end{equation}

The trigonometry of the flight is sound. The fault is in the first sentence, which takes the tilt of the surface for the direction of the reflected ion. A line at $5^\circ$ from the vertical, descending towards the opposite wall, is parallel to the facet itself. An ion moving in that direction would slide along the surface and never leave it. The depth just found is where the plane of the facet, extended downwards, would meet the other wall.

A reflected ion must leave the surface at the same grazing angle at which it arrived. It arrives at $5^\circ$ to the surface and leaves at $5^\circ$ to the surface, on the open side. The surface is already tilted by $5^\circ$, so the two angles add.

\section{The direction after reflection}

Let $x$ point towards the opposite wall and $z$ upwards, with the origin at the lower end of the facet, called its foot. The points of the facet obey $x=-z\tan a$ with $z\ge 0$. A unit vector along the facet, pointing down, is $\mathbf t=(\sin a,-\cos a)$. The unit normal pointing into the opening is
\begin{equation}
\mathbf n=(\cos a,\sin a),
\end{equation}
since $\mathbf t\cdot\mathbf n=\sin a\cos a-\cos a\sin a=0$ and both components of $\mathbf n$ are positive.

A smooth flat surface pushes along $\mathbf n$ alone, so the velocity along $\mathbf t$ is unchanged. If no energy is lost, the normal velocity keeps its size and changes its sign. An incoming unit direction $\mathbf d$ therefore becomes
\begin{equation}
\mathbf d'=\mathbf d-2(\mathbf d\cdot\mathbf n)\,\mathbf n .
\end{equation}
For a vertical ion $\mathbf d=(0,-1)$ and $\mathbf d\cdot\mathbf n=-\sin a$. Hence
\begin{align}
\mathbf d'&=(0,-1)+2\sin a\,(\cos a,\sin a)\nonumber\\
&=(2\sin a\cos a,\,-1+2\sin^2 a)\nonumber\\
&=(\sin 2a,\,-\cos 2a).
\end{align}
The ion leaves at $2a=10^\circ$ from the vertical.

\section{The depth of the strike}

In straight flight the ratio of sideways to downward displacement equals the ratio of the velocity components:
\begin{equation}
\frac{W}{D}=\frac{\sin 2a}{\cos 2a}=\tan 2a .
\end{equation}
Solving for the depth,
\begin{equation}
D=\frac{W}{\tan 2a}=\frac{60\ \text{nm}}{0.17633}=340.3\ \text{nm}.
\label{eq:D}
\end{equation}
The ion strikes about 340 nm below the point of reflection, roughly half the depth of the first attempt.

The law of reflection can be tested by following the motion itself. Newton's equation was integrated for a particle meeting a repulsive potential that falls off exponentially from the facet with a range of 0.01 nm. The particle left at $10.0000^\circ$ and struck 340.4 nm below its point of closest approach. A soft wall rounds the corner of the path and shifts the outgoing line back towards the facet, for this exponential potential by $2\ln 2\approx1.4$ times the range of the force. The steep descent magnifies a sideways offset by $1/\tan 2a\approx 5.7$, so the strike lies about 0.08 nm deeper than 340.28 nm, as found.

Two limits show how the formula behaves. For small $a$ in radians, $\tan 2a\approx 2a$ and $D\approx W/(2a)$. The depth grows without bound as the facet becomes vertical, so in a trench of finite depth a nearly vertical facet sends its ions to the floor. If the floor lies a depth $H$ below the reflection point, the wall is struck when $D<H$, or $a>\tfrac12\arctan(W/H)$. At the other end, $a=45^\circ$ gives $D=0$: the ion leaves horizontally. The small-angle picture of a strike deep in the trench belongs to steep facets.

\section{The band struck by the whole facet}

A facet of height $h$ sends ions from every height $z$ between 0 and $h$. Let $W$ now be the distance from the foot to the opposite wall. An ion reflected at height $z$ starts at $x=-z\tan a$ and must cross $W+z\tan a$. It lands at
\begin{equation}
z_{\text{hit}}=z-\frac{W+z\tan a}{\tan 2a}
=z\left(1-\frac{\tan a}{\tan 2a}\right)-D .
\end{equation}
With $\tan 2a=2\tan a/(1-\tan^2 a)$ the bracket becomes
\begin{equation}
1-\frac{1-\tan^2 a}{2}=\frac{1+\tan^2 a}{2}=\frac{1}{2\cos^2 a},
\end{equation}
so that
\begin{equation}
z_{\text{hit}}=\frac{z}{2\cos^2 a}-D .
\end{equation}
The struck band has height $b=h/(2\cos^2 a)$. For a steep facet this is about half the facet height: a higher starting point raises the landing point, but the wider gap takes back nearly half of the gain.

Take $h=40$ nm. Then $b=20.15$ nm, and the band runs from 320.1 to 340.3 nm below the foot. If the opposite mask edge has a similar facet, it does not intercept these ions: while falling through 40 nm they move sideways by only $40\times0.17633\approx7$ nm.

Let $J$ be the number of ions crossing unit horizontal area per unit time. Per unit length of trench, the facet collects $J$ times its horizontal width, $h\tan a=3.50$ nm. The same ions arrive on the band, so the flux on the wall is
\begin{equation}
J_{\text{wall}}=\frac{J h\tan a}{h/(2\cos^2 a)}
=2J\sin a\cos a=J\sin 2a=0.174\,J .
\end{equation}
The height $h$ cancels. For perfectly vertical ions and specular reflection, a taller facet lights up a taller band, not a brighter one. Once a spread of angles blurs the band by an amount comparable with its height, a taller facet also gives a brighter peak.

\section{Does this locate a bow?}

The reflected flux matters if it stands out against the ions that reach the wall directly. Perfectly vertical ions would never do so, but real ions have some sideways thermal motion. For a transverse temperature $T$, ion mass $M$ and energy $E$, the rms sideways velocity is $\sqrt{kT/M}$ and the downward velocity is $\sqrt{2E/M}$. The rms angle, in radians, is their ratio:
\begin{equation}
s_{\text{th}}=\sqrt{\frac{kT}{2E}} .
\end{equation}
With $kT=0.10$ eV and $E=1000$ eV this is $0.405^\circ$.

An ion at a small angle $\phi$ contributes to the flux on a vertical wall in proportion to $\tan\phi\approx\phi$. Half of the ions move towards the wall, and for a Gaussian distribution
\begin{equation}
\frac{J_{\text{direct}}}{J}=\int_0^\infty
\frac{\phi\,e^{-\phi^2/2s_{\text{th}}^2}}{\sqrt{2\pi}\,s_{\text{th}}}\,d\phi
=\frac{s_{\text{th}}}{\sqrt{2\pi}}=0.00282 .
\end{equation}
For this thermal spread it is an upper estimate, because it ignores the shadow of the mask. Collisions in the sheath, the layer above the wafer where the ions are accelerated, are left out; they would widen the spread and raise the direct flux. At tens of mTorr the mean free path can be comparable with the sheath thickness, so this broadening need not be small.

The ideal band flux, found for perfectly vertical ions, is about 60 times this direct flux. The same thermal spread also blurs the narrow band, however. For the 40 nm facet this lowers the peak to about $0.09\,J$, still about 30 times the direct flux on an exactly vertical wall.

Where the band lies also matters. Suppose the foot of the facet is 200 nm above the bottom of the mask, and the layer being etched begins there. The band then lies 120 to 140 nm below the top of that layer. With a foot more than 340.3 nm above the mask bottom, the whole band would fall on the mask and the layer below would be spared this first strike.

Extra flux alone is not yet a bow. The ions meet the wall at only $10^\circ$ to its surface, and the energy of their motion normal to the wall is $E\sin^2 2a=30.2$ eV if none was lost at the facet. Whether material is removed depends on the etch yield at this grazing incidence and on any protective film. The geometry marks a possible site; the surface chemistry decides whether a bow grows.

An ion that does little damage may reflect again. A vertical wall reverses its sideways velocity and leaves its downward velocity alone, so it returns to the first wall after a further drop $D$, at a total depth of $2D=680.6$ nm. This is close to the wrong answer, for a reason that follows from the double-angle formula:
\begin{equation}
\frac{2W}{\tan 2a}=\frac{W(1-\tan^2 a)}{\tan a}
=\frac{W}{\tan a}-W\tan a .
\end{equation}
The two depths differ by $W\tan a$, about 5 nm. The depth alone therefore cannot tell the two apart, but the wall can: the second strike lies on the wall below the facet, whereas the mistaken law puts its first strike on the opposite wall.

\section{How sharp is the predicted depth?}

Write $\theta$ for the exit angle from the vertical, so that $D=W\cot\theta$ and
\begin{equation}
\frac{dD}{d\theta}=-\frac{W}{\sin^2\theta}.
\label{eq:slope}
\end{equation}
At $\theta=10^\circ$ the depth decreases by 34.7 nm per degree. An error in the facet angle counts twice, since $\theta=2a$. At fixed $W$, a $4^\circ$ facet gives 426.9 nm and a $6^\circ$ facet 282.3 nm. The shifts, $+87$ and $-58$ nm, are unequal because the cotangent curve is steeper at small angles.

The thermal spread matters less. An ion tilted by $\delta$ towards the opposite wall meets the facet at a grazing angle $a-\delta$ and leaves at $\theta=a+(a-\delta)=2a-\delta$. The spread of $0.405^\circ$ therefore passes unchanged to the exit angle and blurs the depth by about 14 nm rms.

A rough surface can do much more. Let the exit angle, projected on the plane of the drawing, have a Gaussian distribution $p(\theta)$ centred on $2a$ with width $s$. Angles below $a$ would point into the facet; they are excluded and the rest is normalised to one. The probability per unit depth follows from equation~(\ref{eq:slope}):
\begin{equation}
q(D)=p(\theta)\left|\frac{d\theta}{dD}\right|
=\frac{p(\theta)\sin^2\theta}{W}.
\end{equation}
To find its maximum, take the logarithm, drop constants and set the derivative to zero:
\begin{align}
\frac{d}{d\theta}\left[-\frac{(\theta-2a)^2}{2s^2}+2\ln\sin\theta\right]&=0,\nonumber\\
\frac{2a-\theta}{s^2}+2\cot\theta&=0 .
\end{align}
The second term is positive, so the first must be negative and the peak has $\theta>2a$. It lies above the specular strike point, because equal steps of angle cover less wall at larger $\theta$ and their ions are more concentrated.

For an assumed $s=3^\circ$ the peak is at $\theta=11.54^\circ$ and a depth of 294 nm, some 46 nm above the specular value. Treating the narrow facet as a source at its foot, the peak flux is
\begin{equation}
J h\tan a\;q_{\max}=0.0164\,J .
\end{equation}
This is about one tenth of the ideal band flux, but still nearly six times the thermal estimate of the direct flux. Spreading the source over the whole 40 nm facet moves the peak up to about 283 nm below the foot and lowers it by only a few per cent. In this model, scatter of this size turns the narrow band into a broad maximum without hiding it. That conclusion depends on a narrow incoming beam and a vertical wall. An incoming spread of about $2.4^\circ$ would raise the direct flux to the level of this peak. A wall that leans inward by $\tau$ as it descends is also struck directly by vertical ions, which give a flux $J\tan\tau$ per unit height. For $\tau=0.5^\circ$ this is $0.0087\,J$, about three times the thermal estimate and more than half of the peak. The two do not simply add: with the $0.405^\circ$ spread included, the total direct flux on this wall is about $0.0091\,J$.

\section{Forces, losses and a leaning wall}

The remaining corrections are taken one at a time, with the other settings held fixed.

If the opposite wall leans inward by $\tau$ as it descends, the gap at depth $D$ is $W-D\tan\tau$. Equating this to $D\tan 2a$ gives
\begin{equation}
D=\frac{W}{\tan 2a+\tan\tau},
\end{equation}
or 324.2 nm for $\tau=0.5^\circ$.

A reflected particle that is still singly charged feels any voltage $V$ across the trench. Let the field be uniform and horizontal. If $v_x$ and $v_x'$ are the sideways velocities at the start and end, the crossing time is $2W/(v_x+v_x')$, because the mean velocity under constant acceleration is $(v_x+v_x')/2$. Energy conservation gives $v_x'=v_x\sqrt{1\pm eV/(E\sin^2 2a)}$, with the upper sign for attraction to the opposite wall. Multiplying the time by the constant downward velocity yields
\begin{equation}
D=\frac{W}{\tan 2a}\;
\frac{2}{1+\sqrt{1\pm eV/(E\sin^2 2a)}} .
\end{equation}
For $V=3$ V the depth is 332 nm with attraction and 349 nm with repulsion. The ion energy is 1000 eV, but the relevant comparison is with the 30.2 eV of sideways motion. A particle neutralised at the facet does not feel this force.

Before neutralisation, the ion is attracted by its image in the facet. For a metal the force at distance $r$ is $e^2/(16\pi\varepsilon_0r^2)$, and integrating it from infinity to $r_0$ gives the energy gain
\begin{equation}
U=\frac{e^2}{16\pi\varepsilon_0 r_0}.
\end{equation}
At $r_0=0.3$ nm this is 1.20 eV, to be compared with the normal energy $E\sin^2a=7.60$ eV. If the ion keeps this gain and leaves as a neutral atom, its grazing exit angle $\beta$ obeys
\begin{equation}
\tan\beta=\frac{\sqrt{E\sin^2a+U}}{\sqrt E\cos a}.
\end{equation}
The exit angle $a+\beta$ is then $10.38^\circ$ and the depth 328 nm. This uses the metal limit and an assumed distance, so it gives an order of magnitude rather than a correction to apply. A closer approach would give a larger shift: with $r_0=0.15$ nm the same formulas give 2.40 eV and 317 nm. The simple image law itself becomes unreliable at such atomic distances.

Energy loss changes the speed, but not the straight path once the exit direction is fixed. Its size can be estimated for argon deflected by $\theta$ in one elastic collision with a free carbon atom at rest. Let $f$ be the final speed divided by the initial speed, and $\mu$ the carbon mass divided by the argon mass. Momentum conservation fixes the recoil momentum, and energy conservation then requires
\begin{equation}
1-f^2=\frac{1+f^2-2f\cos\theta}{\mu}.
\end{equation}
Multiplying by $\mu$ and collecting powers of $f$ gives $(1+\mu)f^2-2f\cos\theta+1-\mu=0$. The root that tends to $f=1$ for zero deflection is
\begin{equation}
f=\frac{\cos\theta+\sqrt{\mu^2-\sin^2\theta}}{1+\mu}.
\end{equation}
The loss $E(1-f^2)$ is 105 eV for a single deflection of $10^\circ$, but 10 eV if ten equal deflections of $1^\circ$ in the same plane share the turn. Electronic losses are left out.

Gas collisions during the flight across the trench are negligible. At 20 mTorr and 300 K, with a rough cross-section $\sigma=10^{-18}\ \text{m}^2$, the mean free path $kT_{\text{gas}}/(P\sigma)$ is 1.55 mm. The flight path $W/\sin 2a$ is 345.5 nm, so about two particles in ten thousand collide on the way.

\section{The model beside a real etch}

The numbers are meant to resemble argon-ion bombardment of silicon dioxide through an amorphous-carbon mask. An opening of tens of nanometres, an ion energy near 1 keV and a pressure of tens of mTorr are rough typical values for deep dielectric etching; the deepest features may use several keV. Real plasmas also supply reactive ions and neutral species, which change the yield and the wall film. The assumption most exposed to failure is specular reflection from a flat facet of known angle. For this example, a $1^\circ$ change of facet angle moves the strike by 58 to 87 nm, and the assumed $3^\circ$ scatter raises the flux peak by 46 nm. The depth of 340 nm is therefore a geometric first estimate of where to look, with an uncertainty of many tens of nanometres. As the mask wears down, the strike point also moves down with the facet, even if $a$ and $W$ stay fixed. Most of the values used here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Facet angle from vertical: 5.0 deg
Horizontal distance to wall: 60.0 nm
Exit angle from vertical: 10.0 deg
tan(exit angle): 0.17633
Strike depth: 340.3 nm
Exit angle from Newton motion: 10.0000 deg
Strike depth from Newton motion: 340.4 nm
Depth if a is wrongly used for 2a: 685.8 nm
Flight path after reflection: 345.5 nm
Facet height: 40.0 nm
Facet horizontal width: 3.50 nm
Struck band height: 20.15 nm
Band top below facet foot: 320.1 nm
Band bottom below facet foot: 340.3 nm
Facet foot above oxide: 200.0 nm
Band top below oxide surface: 120.1 nm
Band bottom below oxide surface: 140.3 nm
Specular wall flux / J: 0.1736
Ion energy: 1000 eV
Transverse ion kT: 0.10 eV
Thermal angular spread, rms: 0.405 deg
Direct wall flux / J, upper estimate: 0.00282
Depth change per degree of exit angle: 34.7 nm
Thermal blur of depth, rms: 14.1 nm
Depth for 4 deg facet: 426.9 nm
Depth for 6 deg facet: 282.3 nm
Assumed surface scatter, rms: 3.0 deg
Exit angle at scattered flux peak: 11.54 deg
Depth of scattered flux peak: 293.9 nm
Scattered peak wall flux / J: 0.0164
Inward wall taper: 0.5 deg
Depth with tapered wall: 324.2 nm
Potential difference across trench: 3.0 V
Depth, ion pulled to opposite wall: 332.2 nm
Depth, ion pushed from opposite wall: 349.2 nm
Energy of motion normal to facet: 7.60 eV
Energy normal to opposite wall, no loss: 30.2 eV
Image distance: 0.3 nm
Image energy, metal limit: 1.20 eV
Exit angle with image pull: 10.38 deg
Depth with image pull: 327.6 nm
Elastic loss, one carbon collision: 105 eV
Elastic loss, ten equal deflections: 10.1 eV
Gas pressure: 20 mTorr
Gas temperature: 300 K
Gas collision cross-section: 1.0e-18 m^2
Mean free path: 1.55 mm
Depth of second strike, first wall: 680.6 nm
\end{verbatim}
